# The average and k dependence of the plane-wave count

## The number of plane waves at a fixed kinetic cutoff

A Bloch state of a crystal with wave vector $\mathbf k$ is expanded in plane waves $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$, where $\mathbf G$ runs over the reciprocal lattice. Here the basis is cut off by kinetic energy: a wave is kept if $|\mathbf k+\mathbf G|^2/2$ lies below a chosen energy. As $\mathbf k$ moves, waves enter and leave this set, so the basis size $N(\mathbf k)$ jumps between integers. Two questions follow. What is the mean size over the Brillouin zone, and what controls the departures from it?

### Conventions

Hartree atomic units are used, so lengths are in bohr and the cutoff energy is $K^2/2$ hartree, with $K\equiv G_{\max}>0$. The direct lattice vectors are $\mathbf R=\sum_i n_i\mathbf a_i$ with integer $n_i$, and the cell volume is $\Omega$. The primitive reciprocal vectors satisfy $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, hence $e^{i\mathbf G\cdot\mathbf R}=1$. If the $\mathbf a_i$ are the rows of a matrix $A$, the $\mathbf b_i$ are the rows of $2\pi(A^{-1})^{T}$. Taking determinants gives the volume of a primitive reciprocal cell,

$$\Omega_{BZ}=\frac{(2\pi)^3}{\Omega}. \tag{1}$$

Let $\theta_K(\mathbf q)=1$ for $|\mathbf q|<K$ and $0$ otherwise. The count is

$$N(\mathbf k)=\sum_{\mathbf G}\theta_K(\mathbf k+\mathbf G). \tag{2}$$

Adding a reciprocal vector to $\mathbf k$ only relabels the terms, so $N$ is periodic. Angle brackets denote the uniform average over a primitive reciprocal cell,

$$\langle F\rangle=\frac1{\Omega_{BZ}}\int_{\rm cell}F(\mathbf k)\,d^3k. \tag{3}$$

For periodic $F$ the choice of cell is immaterial; the Brillouin zone is one choice.

### The average

Let $f$ be an integrable function that vanishes outside a bounded region. For $\mathbf k$ in the cell, finitely many $\mathbf G$ contribute to $\sum_{\mathbf G}f(\mathbf k+\mathbf G)$, so sum and integral may be exchanged. Substituting $\mathbf q=\mathbf k+\mathbf G$ in each term moves the integration to the cell displaced by $\mathbf G$. The displaced cells fill space without overlap, apart from faces of zero volume. Therefore

$$\int_{\rm cell}\sum_{\mathbf G}f(\mathbf k+\mathbf G)\,d^3k=\int_{\rm all\ space}f(\mathbf q)\,d^3q. \tag{4}$$

With $f=\theta_K$ the right side is the volume of the cutoff sphere. Equations (1) and (3) then give

$$\langle N\rangle=\frac{\Omega}{8\pi^3}\,\frac{4\pi K^3}{3}=\frac{\Omega\,G_{\max}^3}{6\pi^2}. \tag{5}$$

This is an equality for every three-dimensional lattice and every $G_{\max}>0$, not a large-cutoff estimate. Even when the sphere is so small that it fits inside one cell, (5) holds: $N$ is then 0 or 1, and its average is the fraction of the cell that the sphere fills. Replacing $<$ by $\le$ in the cutoff changes nothing, since a spherical surface has no volume.

The equality does need the uniform average over a whole cell. A single $\mathbf k$ generally gives a different number, a finite mesh gives an approximation, and a symmetry-reduced set of points must carry its weights.

### The Fourier coefficients

A function periodic in the reciprocal lattice has a Fourier series whose frequencies are the direct lattice vectors. To see this, write $\mathbf k=\sum_i x_i\mathbf b_i$ with $0\le x_i<1$. Then $\mathbf k\cdot\mathbf R=2\pi\sum_i x_in_i$, and integrating over the $x_i$ gives

$$\langle e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}\rangle=\delta_{\mathbf R\mathbf R'}. \tag{6}$$

The coefficients in $N(\mathbf k)=\sum_{\mathbf R}c_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ are thus $c_{\mathbf R}=\langle N e^{-i\mathbf k\cdot\mathbf R}\rangle$. Since $e^{-i\mathbf k\cdot\mathbf R}=e^{-i(\mathbf k+\mathbf G)\cdot\mathbf R}$, the exponential can be taken inside the sum (2), and (4) applies with $f(\mathbf q)=\theta_K(\mathbf q)e^{-i\mathbf q\cdot\mathbf R}$:

$$c_{\mathbf R}=\frac{\Omega}{8\pi^3}\int_{|\mathbf q|<K}e^{-i\mathbf q\cdot\mathbf R}\,d^3q. \tag{7}$$

Take the polar axis along $\mathbf R$ and let $\mu$ be the cosine of the polar angle. The angular integral is

$$2\pi\int_{-1}^{1}e^{-iqR\mu}\,d\mu=4\pi\,\frac{\sin qR}{qR}.$$

Multiplying by $q^2$ and integrating by parts over $q$ gives

$$\frac{4\pi}{R}\int_0^K q\sin(qR)\,dq
=\frac{4\pi}{R}\left[\frac{\sin KR}{R^2}-\frac{K\cos KR}{R}\right]
=\frac{4\pi K^2}{R}\,j_1(KR), \tag{8}$$

where $j_1(x)=\sin x/x^2-\cos x/x$ is the spherical Bessel function. Equations (7) and (8) yield

$$c_{\mathbf R}=\frac{\Omega\,G_{\max}^2}{2\pi^2}\,\frac{j_1(G_{\max}R)}{R}. \tag{9}$$

For small $x$, $j_1(x)=(1/x-x/6)-(1/x-x/2)+\dots=x/3+\dots$. The limit $R\to0$ of (9) is therefore $\Omega K^3/(6\pi^2)$, which is the average (5). Separating it off,

$$N(\mathbf k)=\frac{\Omega G_{\max}^3}{6\pi^2}+\frac{\Omega G_{\max}^2}{2\pi^2}\sum_{\mathbf R\ne0}\frac{j_1(G_{\max}R)}{R}\,e^{i\mathbf k\cdot\mathbf R}. \tag{10}$$

Because $\mathbf R$ and $-\mathbf R$ have equal coefficients, the exponential may be replaced by $\cos\mathbf k\cdot\mathbf R$.

### In what sense the series converges

At large $R$, $j_1(KR)$ falls as $1/R$ with an oscillating sign, so $c_{\mathbf R}$ falls as $R^{-2}$. The number of lattice vectors in a shell of fixed thickness grows as $R^2$. The sum of $|c_{\mathbf R}|$ therefore diverges, and (10) needs an interpretation.

One reading is mean-square convergence. $N$ is bounded on the cell, hence square integrable, and the Fourier functions are complete there. The mean-square difference between $N$ and its partial sums tends to zero.

A value at each $\mathbf k$ is obtained by smoothing the sphere. Convolve $\theta_K$ with the normalized Gaussian $(2\pi\sigma^2)^{-3/2}e^{-p^2/2\sigma^2}$ and call the result $f_\sigma$. The Fourier transform of the Gaussian is $e^{-\sigma^2R^2/2}$, and a convolution becomes a product of transforms. The smoothed count thus has coefficients $c_{\mathbf R}e^{-\sigma^2R^2/2}$, whose absolute sum is finite. (The unfolding (4) remains valid because $f_\sigma$ has a Gaussian tail.) Both sides of

$$\sum_{\mathbf G}f_\sigma(\mathbf k+\mathbf G)=\sum_{\mathbf R}c_{\mathbf R}\,e^{-\sigma^2R^2/2}\,e^{i\mathbf k\cdot\mathbf R} \tag{11}$$

are continuous and have the same Fourier coefficients. A continuous periodic function whose coefficients all vanish is zero, so (11) holds at every $\mathbf k$.

To take $\sigma\to0$ we need $f_\sigma$. With $q$ the distance from the sphere's centre,

$$f_\sigma(q)=\frac{2\pi}{(2\pi\sigma^2)^{3/2}}\int_0^K p^2dp\int_{-1}^{1}d\mu\,e^{-(q^2+p^2-2qp\mu)/2\sigma^2}.$$

The $\mu$ integral is $(\sigma^2/qp)\,[e^{-(p-q)^2/2\sigma^2}-e^{-(p+q)^2/2\sigma^2}]$. Changing $p$ to $-p$ in the second part joins the two pieces:

$$f_\sigma(q)=\frac{1}{\sqrt{2\pi}\,\sigma q}\int_{-K}^{K}p\,e^{-(p-q)^2/2\sigma^2}\,dp.$$

Write $p=q+(p-q)$. The first part gives error functions and the second is a total derivative:

$$\begin{aligned}f_\sigma(q)={}&\frac12\left[\operatorname{erf}\frac{K-q}{\sqrt2\,\sigma}+\operatorname{erf}\frac{K+q}{\sqrt2\,\sigma}\right]\\&-\frac{\sigma}{\sqrt{2\pi}\,q}\left[e^{-(K-q)^2/2\sigma^2}-e^{-(K+q)^2/2\sigma^2}\right].\end{aligned} \tag{12}$$

As $\sigma\to0$ this tends to 1 inside the sphere and to 0 outside. On the surface,

$$f_\sigma(K)=\frac12-\frac{\sigma}{\sqrt{2\pi}\,K}+\text{exponentially small terms}. \tag{13}$$

The leading value is one half because, seen closely, the surface is a plane that halves the Gaussian. The correction is negative because the sphere curves away from that plane. Distant $\mathbf G$ do not spoil the limit: for $q>K$, $f_\sigma(q)$ is at most the Gaussian weight at displacements larger than $q-K$. That weight shrinks as $\sigma$ is reduced, and at any fixed $\sigma$ it is summable over $\mathbf G$. Its value at one fixed $\sigma$ thus bounds the terms for all smaller $\sigma$, so the limit may be taken term by term.

The damped form of (10) therefore converges to $N(\mathbf k)$ wherever no $\mathbf k+\mathbf G$ lies on the sphere. Where some do, it converges to the number inside plus half the number on the surface.

A sharp truncation $R<R_c$ is a different procedure. Consider $\mathbf k=0$. The density of lattice points is $\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)=\Omega^{-1}\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, and its $\mathbf G=0$ part is the uniform density $1/\Omega$. This part contributes, with $x=KR$ and $X=KR_c$,

$$\int_0^{R_c}\frac{4\pi R^2}{\Omega}\,c_{\mathbf R}\,dR=\frac2\pi\int_0^X x\,j_1(x)\,dx=\frac2\pi\left[\operatorname{Si}(X)-\sin X\right], \tag{14}$$

because $xj_1(x)=\sin x/x-\cos x$, with $\operatorname{Si}(X)=\int_0^X(\sin x/x)\,dx$. Since $\operatorname{Si}(X)\to\pi/2$, the result approaches $1-(2/\pi)\sin(KR_c)$: the value 1, which is the contribution to $N(0)$ of the wave $\mathbf G=0$ at the centre of the sphere, plus an oscillation that does not decay. Equation (14) treats one part of the lattice density and is not a proof for the whole sum; the example below tests the full sum numerically.

### The size of the fluctuations

Equation (6) turns the mean square of the series into a sum of squares (Parseval's theorem):

$$\operatorname{Var}N=\langle N^2\rangle-\langle N\rangle^2=\sum_{\mathbf R\ne0}c_{\mathbf R}^2. \tag{15}$$

The same variance can be found in reciprocal space without Bessel functions. In $N^2$ there is a double sum over $\mathbf G$ and $\mathbf G'=\mathbf G+\mathbf H$. Applying (4) to the sum over $\mathbf G$ leaves

$$\langle N^2\rangle=\frac{1}{\Omega_{BZ}}\sum_{|\mathbf H|<2K}V(|\mathbf H|),\qquad V(d)=\frac{\pi}{12}(4K+d)(2K-d)^2. \tag{16}$$

Here $V(d)$ is the common volume of two spheres of radius $K$ with centres a distance $d$ apart. It consists of two caps of height $h=K-d/2$, each of volume $\pi h^2(3K-h)/3$, which gives the stated form. The sum in (16) is finite, so it provides an independent check on (15).

For $x\ge1$, $|xj_1(x)|=|\sin x/x-\cos x|\le2$; the same bound holds for smaller $x$. Hence $c_{\mathbf R}^2\le\Omega^2K^2/(\pi^4R^4)$. The sum of $R^{-4}$ over a three-dimensional lattice converges, so the rms fluctuation grows no faster than $K$. Relative to the mean, which grows as $K^3$, it falls at least as fast as $K^{-2}$.

The typical size follows from $j_1(x)\approx-\cos x/x$ at large $x$, which gives $c_{\mathbf R}^2\approx\Omega^2K^2\cos^2(KR)/(4\pi^4R^4)$. Averaged over a window of cutoffs much wider than $1/R$ for the shortest $R$, the squared cosine becomes $1/2$, and to leading order

$$\operatorname{Var}N\approx\frac{\Omega^2G_{\max}^2}{8\pi^4}\sum_{\mathbf R\ne0}\frac1{R^4}. \tag{17}$$

At a single cutoff the cosines are not averaged, and the variance can depart noticeably from (17).

### Example: an fcc lattice

Since the lattice and the cutoff alone enter, take a model fcc lattice with cubic constant $a=8$ bohr and $G_{\max}=4$ bohr$^{-1}$, a cutoff of 8 hartree. The primitive cell has $\Omega=a^3/4=128$ bohr$^3$, and (5) gives

$$\langle N\rangle=\frac{128\times64}{6\pi^2}=138.337.$$

Direct counting on a $40^3$ mesh of $\mathbf k$ points, shifted from $\Gamma$ by $(0.237, 0.419, 0.683)$ mesh steps along the $\mathbf b_i$, gives 138.341, a relative difference of about $3\times10^{-5}$. On that mesh the individual counts range from 129 to 147. These figures depend on the shift: the unshifted mesh, which contains the symmetry points, gives 138.346 and counts from 126 to 150. The average need not be an integer, although every count is one.

The first four shells of direct lattice vectors have the following coefficients. The last column is obtained by projecting the counted $N(\mathbf k)$ on $e^{i\mathbf k\cdot\mathbf R}$ for one vector of each shell; it carries a mesh error of up to about 0.002 that changes with the vector chosen and with the mesh shift.

| $R$ (bohr) | Vectors | $c_{\mathbf R}$ from (9) | $c_{\mathbf R}$ counted |
|---|---|---|---|
| 5.657 | 12 | 0.6307 | 0.6323 |
| 8.000 | 6 | −0.3311 | −0.3305 |
| 9.798 | 24 | −0.0142 | −0.0125 |
| 11.314 | 12 | −0.0553 | −0.0554 |

At $\Gamma$ all phases equal 1, and these shells add

$$12(0.6307)-6(0.3311)-24(0.0142)-12(0.0553)\approx4.6$$

to the mean, giving about 142.9. The actual count is 137. A few shells need not determine $N$ at a point, as the slow decay of $c_{\mathbf R}$ leads one to expect. The damped sum with $\sigma=0.015$ bohr$^{-1}$, taken over all $R\le400$ bohr, gives 137.0000 at $\Gamma$ and 138.0003 at the zone-boundary point $L$, where the counts are 137 and 138.

To see the half-count rule, keep $\mathbf k=0$ and lower $G_{\max}$ to 3.84765 bohr$^{-1}$, where a shell of 24 vectors lies on the sphere and 113 vectors lie inside. The limit should be $113+24/2=125$. At $\sigma=0.015$ bohr$^{-1}$, equation (13) predicts

$$125-\frac{24\times0.015}{\sqrt{2\pi}\times3.848}=124.963,$$

and the damped sum gives 124.963. Linear extrapolation from this value and the one at $\sigma=0.030$ bohr$^{-1}$ gives 125.000.

Returning to $G_{\max}=4$ bohr$^{-1}$, the variance is 8.877 from the sphere overlaps (16) and also 8.877 from (15), where the part beyond 400 bohr, 0.083, is estimated by an integral with $\cos^2$ replaced by $1/2$. The nearest shell supplies $12(0.6307)^2=4.77$, a little over half. The rms fluctuation is 2.98, or 2.15% of the mean. At $G_{\max}=8$ bohr$^{-1}$ it is 4.93, or 0.45% of a mean of 1106.7.

Doubling $G_{\max}$, which multiplies the energy cutoff by four, has thus multiplied the rms by 1.65, not 2. Equation (17), with $\sum R^{-4}=0.02474$ bohr$^{-4}$, has $\operatorname{Var}N/G_{\max}^2=0.5202$ bohr$^2$ and would give an rms of 5.77 at the larger cutoff. There, however, the nearest shell has $\cos^2(8\times5.657)\approx0.09$ in place of $1/2$, and this shell carries $12/5.657^4=0.0117$ bohr$^{-4}$, nearly half of the lattice sum. Averaged over a smooth window of cutoffs from 8 to 14 bohr$^{-1}$, the ratio computed from (16) is 0.5203 bohr$^2$, in agreement with (17).

Finally, the sharply truncated sum at $\Gamma$ was projected on $\sin(G_{\max}R_c)$. The amplitude is $-0.656$ for $R_c$ between 100 and 200 bohr and $-0.640$ between 200 and 400 bohr. The value from (14) is $-2/\pi=-0.637$. Over this range the oscillation shows no sign of dying out, which supports using the damped sum at $\Gamma$. The argument of (14) concerns $\mathbf k=0$ only: at $L$ the rms error of the sharply truncated sum falls from 1.38 for $R_c$ between 50 and 100 bohr to 0.29 between 200 and 400 bohr.

None of the derivation used cubic symmetry. The numerical check therefore includes a triclinic lattice with $\mathbf a_1=(5,0,0)$, $\mathbf a_2=(1,6,0)$, $\mathbf a_3=(0.5,1.5,7)$ bohr, so $\Omega=210$ bohr$^3$, and $G_{\max}=3$ bohr$^{-1}$. The average (5) is 95.7485 against 95.7458 from direct counting on a $24^3$ mesh with the same shift as above (95.764 without the shift). At $\mathbf k=(0.13,-0.21,0.08)$ bohr$^{-1}$ with $\sigma=0.1$ bohr$^{-1}$, both sides of (11) equal 96.21012575, while the unsmoothed count is 96.

## Calculated quantities

```
fcc lattice constant a = 8.0 bohr, Gmax = 4.0 bohr^-1
cutoff energy Gmax^2/2 = 8.0 hartree
cell volume Omega = 128.0 bohr^3
zone volume = 1.93789 bohr^-3
sphere volume = 268.0826 bohr^-3
<N> from formula = 138.3372 (number)
<N> counted on 40^3 k mesh = 138.3408 (number)
smallest, largest N on mesh = 129, 147 (number)
shell: R (bohr), vectors, c_R formula, c_R counted (numbers)
  5.6569  12  0.6307  0.6323
  8.0000  6  -0.3311  -0.3305
  9.7980  24  -0.0142  -0.0125
  11.3137  12  -0.0553  -0.0554
real-space radius = 400 bohr, 2094189 vectors R
damping sigma = 0.015 bohr^-1
N at Gamma: counted 137, j1 sum 137.00000 (number)
N at L: counted 138, j1 sum 138.00031 (number)
surface case: Gmax = 3.84765 bohr^-1 at Gamma
  inside 113, on sphere 24, half-count 125.0
  sigma 0.030 bohr^-1: j1 sum = 124.92535 (number)
  sigma 0.015 bohr^-1: j1 sum = 124.96267 (number)
  linear extrapolation to sigma = 0: 125.00000 (number)
Var N from sphere overlaps = 8.8769 (number^2)
Var N from sum of c_R^2 = 8.8771 (number^2)
  of which estimated tail = 0.0826 (number^2)
Var N counted on mesh = 8.9017 (number^2)
Gmax 4.0 bohr^-1: <N> 138.337, rms 2.9794, relative 2.1537 %
Gmax 8.0 bohr^-1: <N> 1106.698, rms 4.9260, relative 0.4451 %
sum of R^-4 over R != 0 = 0.024744 bohr^-4
Var N / Gmax^2, window Gmax 8 to 14 bohr^-1:
  overlaps 0.52031, asymptotic law 0.52024 bohr^2
sharp truncation at Gamma, sin(Gmax Rc) amplitude (number):
  Rc 100 to 200 bohr: -0.6556
  Rc 200 to 400 bohr: -0.6396
  value -2/pi from the G = 0 term: -0.6366
triclinic: Omega 210.0 bohr^3, Gmax 3.0 bohr^-1
  <N> formula 95.7485, counted 95.7458 (number)
  smoothed N at generic k, sigma 0.1 bohr^-1:
  G sum 96.21012575, j1 sum 96.21012575 (number)
```
